Total and channel current in an IGBT at low and high injection

**Question**

An insulated-gate bipolar transistor (IGBT) conducts through a lightly doped n-type base. A p+ layer, which is the emitter of the internal pnp transistor, injects holes at x = 0. The base is quasi-neutral from there to x = W, the edge of the depletion layer. A MOS channel supplies electrons, which enter the base at W and move towards the emitter. Holes reaching W are swept away through the depletion layer.

Use a one-dimensional steady-state model with these conventions:

- J is the total current density, counted positive from x = 0 towards x = W. Jp and Jn are its hole and electron parts.
- J_ch is the channel current divided by the device area. No carriers are generated in the depletion layer, so Jn(W) = J_ch.
- N is the base doping, p the hole density and n = p + N the electron density. The equilibrium hole density is neglected, and p(W) = 0.
- The lifetime τ and the mobilities μn and μp are constant, with b = μn/μp > 1. The Einstein relation gives Dn = bDp.
- Unit emitter efficiency means that no electron current enters the emitter: Jn(0) = 0.

The ambipolar diffusion length is L = √(D_a τ), with D_a = (n + p)/(n/Dp + p/Dn). Write u = W/L.

**(a) Express J/J_ch through the fraction of current carried by holes at W. Eliminate the electric field from the current equations, and find when hole drift may be neglected.**

**Model answer.** The total current is the same at every x. At the depletion edge

J = J_ch + Jp(W).

With α = Jp(W)/J this reads J(1 − α) = J_ch, so

J/J_ch = 1/(1 − α).

The rest of the problem is to find α.

Let E be the field and V_T = kT/q. Since N is uniform, dn/dx = dp/dx = p′. The currents are

Jp = qDp(pE/V_T − p′),

Jn = qDn(nE/V_T + p′).

The signs differ because a density gradient drives both species the same way, while their charges are opposite. Dividing by qDp and qDn and adding removes p′:

(n + p)E/V_T = Jp/(qDp) + Jn/(qDn).

Multiplying by qDp p/(n + p), and using Dn = bDp and n + p = 2p + N, gives the hole drift current:

J_drift = qDp pE/V_T = [p/(2p + N)](Jp + Jn/b).

Both Jp and Jn are positive here and b > 1, so the last bracket does not exceed J. Hence J_drift/J < p/N wherever p > 0. Hole drift is negligible compared with the total current when p ≪ N throughout the base. This is low-level injection. When p ≫ N the prefactor tends to 1/2, and drift is a substantial part of the hole current.

**(b) Show that, for low-level injection and W = L, the total current is about 2.84 times the channel current.**

**Model answer.** For p ≪ N we have n ≫ p, so D_a reduces to Dp and L = √(Dp τ). By part (a),

Jp = −qDp p′.

Holes are lost by recombination at the rate p/τ, so dJp/dx = −qp/τ. Inserting the current gives

Dp p″ = p/τ, or p″ = p/L².

The general solution is a combination of sinh[(W − x)/L] and cosh[(W − x)/L]. The condition p(W) = 0 removes the cosh term. Calling the density at the emitter p0,

p(x) = p0 sinh[(W − x)/L]/sinh u.

Differentiation brings down a factor −1/L:

p′(x) = −(p0/L) cosh[(W − x)/L]/sinh u.

The hole currents at the two ends are therefore

Jp(0) = (qDp p0/L) cosh u/sinh u,

Jp(W) = (qDp p0/L)/sinh u.

Unit emitter efficiency makes J = Jp(0). The ratio of the two lines is α = 1/cosh u = sech u, and

J/J_ch = 1/(1 − sech u).

For u = 1, sech 1 = 0.64805, so

J/J_ch = 1/(1 − 0.64805) = 2.84.

About 65% of the injected holes cross the base. The other 35% recombine, and the channel must supply one electron for each of them.

**(c) Confirm the result by counting recombination, and discuss thin and thick bases.**

**Model answer.** Since J is constant, dJn/dx = −dJp/dx = qp/τ. With Jn(0) = 0, integration gives

J_ch = (q/τ)∫₀ᵂ p dx.

The integral of sinh[(W − x)/L] from 0 to W is L(cosh u − 1). Hence

J_ch = (qp0L/τ)(cosh u − 1)/sinh u = (qp0L/τ) tanh(u/2).

Because L² = Dp τ, the factor L/τ equals Dp/L. Dividing J = (qDp p0/L) cosh u/sinh u by this expression gives

J/J_ch = cosh u/(cosh u − 1) = 1/(1 − sech u),

in agreement with part (b).

For a thin base, sech u ≈ 1 − u²/2 and

J/J_ch ≈ 2/u² = τ/[W²/(2Dp)].

This is the lifetime divided by the diffusion transit time. One channel electron then supports many hole crossings. For a thick base, sech u → 0 and the ratio tends to 1: almost all holes recombine before reaching W, and nearly the whole current there is channel current.

**(d) Repeat the calculation for high-level injection. Does the factor 2.84 at W = L survive?**

**Model answer.** For p ≫ N, n ≈ p and the ambipolar diffusivity becomes

D = 2DnDp/(Dn + Dp) = 2bDp/(1 + b),

with L = √(Dτ). The drift current of part (a) is now (Jp + Jn/b)/2, so

Jp = (Jp + Jn/b)/2 − qDp p′.

Multiply by 2 and subtract Jp:

Jp = Jn/b − 2qDp p′.

Replace Jn by J − Jp and collect the hole current:

Jp(1 + 1/b) = J/b − 2qDp p′.

Multiplication by b/(1 + b) gives

Jp = J/(1 + b) − qDp′,

where D in the last term is the ambipolar diffusivity. Subtracting from J,

Jn = bJ/(1 + b) + qDp′.

The term J/(1 + b) is the holes' mobility share of the total current. It does not depend on x, so continuity again gives Dp″ = p/τ. The profile has the same form as in part (b), with the new L.

At the emitter, Jn(0) = 0 requires

bJ/(1 + b) = (qDp0/L) coth u.

At the depletion edge,

J_ch = bJ/(1 + b) − (qDp0/L)/sinh u.

The last term equals the preceding right-hand side times sech u. Thus

J_ch = [bJ/(1 + b)](1 − sech u),

J/J_ch = (1 + 1/b)/(1 − sech u).

At W = L the factor is 2.84(1 + μp/μn), so the bare 2.84 does not survive at finite b. The hole fraction at W is

α = 1 − J_ch/J = (1 + b sech u)/(1 + b).

The ambipolar diffusion part of the hole current falls by the factor sech u across the base, while the share J/(1 + b) arrives undiminished. Using sech u alone for α would omit that share. If p ≫ N still holds up to a thin layer at W, it remains even for large u, and the ratio tends to 1 + 1/b instead of 1. At finite current the formula fails gradually as the base thickens, and it no longer applies once p falls below N well before W. The sinh profile cannot locate that point, because drift keeps p far above it in the tail. For the silicon parameters of part (e) at J = 37.95 A/cm² and u = 10, the full equations of part (f) give a ratio of 1.28 against 1.34, with p ≈ 5N at x = 0.9W where the sinh profile gives 0.1N.

**(e) Evaluate the high-level result for silicon at 300 K with μn = 1400 cm²/Vs, μp = 470 cm²/Vs, N = 10¹⁴ cm⁻³, W = L = 100 µm and J_ch = 10 A/cm². Check that the injection is high.**

**Model answer.** The mobility ratio is b = 1400/470 = 2.979. The diffusivities are Dn = 36.19, Dp = 12.15 and D = 18.19 cm²/s. The condition W = L fixes the lifetime:

τ = W²/D = (10⁻² cm)²/(18.19 cm²/s) = 5.50 µs.

The current ratio is

J/J_ch = (1 + 1/2.979) × 2.8413 = 3.80.

Hence J = 37.95 A/cm², of which 27.95 A/cm² is hole current at W. The constant share is J/(1 + b) = 37.95/3.979 = 9.54 A/cm², about a third of that hole current.

For the hole density at the emitter, insert D = 2bDp/(1 + b) into the condition Jn(0) = 0. The factor b/(1 + b) cancels, leaving J = (2qDp p0/L) coth u. Therefore

p0 = JL tanh u/(2qDp) = 7.4 × 10¹⁶ cm⁻³.

This is over 700 times the doping, so the injection is high over most of the base. It cannot be high at W, where p = 0. Near that edge the high-level profile has slope p0/(L sinh 1) ≈ 6.3 × 10¹⁸ cm⁻⁴, and p falls below N within about 0.2 µm of the edge. The departure from the high-level split reaches further. At finite doping the holes' share of J is p/[(1 + b)p + bN], which is 7% below 1/(1 + b) where p = 10N, about 1.4 µm from the edge, and 3% below it at 4 µm. This region is still thin compared with W. Its innermost part is thinner than the Debye length of the base, about 0.4 µm, so the quasi-neutral model does not resolve it.

**(f) How does the ratio change with current in this same device? What part does hole drift play?**

**Model answer.** The two equations

p′ = pE/V_T − Jp/(qDp),

dJp/dx = −qp/τ,

with the field from part (a), hold at every injection level. They can be integrated numerically with p(W) = 0 and Jp(0) = J. The natural current scale is qDpN/W = 0.0195 A/cm². With W and τ held fixed, the solutions are:

- J = 10⁻⁵ A/cm²: J/J_ch = 2.18
- J = 0.01 A/cm²: J/J_ch = 2.31
- J = 0.1 A/cm²: J/J_ch = 2.79
- J = 1 A/cm²: J/J_ch = 3.42
- J = 37.95 A/cm²: J/J_ch = 3.77

The low-current value is 2.18, not 2.84, because the diffusion length itself depends on injection. At low level the relevant length is √(Dp τ), and the same base has u = √(D/Dp) = 1.224. To obtain W = L at low level, the lifetime must be W²/Dp = 8.23 µs. The full equations then give 2.84 at 10⁻⁵ A/cm², as part (b) requires.

At the highest current the solution lies 0.7% below the 3.80 of part (e). The approximation separating the two calculations is n ≈ p in place of n = p + N, so this difference measures the effect of finite doping.

The role of drift can be isolated at high injection by taking b = 3 and W = √(Dp τ), then solving with and without the field term in the hole current. Without it the ratio is 2.84; with it, 5.12. Two effects combine. The field raises the effective diffusivity from Dp to D = 1.5Dp, which lowers u from 1 to √(2/3) = 0.816. It also adds the constant share J/(1 + b). The formula of part (d) contains both:

(1 + 1/3)/(1 − sech 0.816) = 5.12.

**(g) Suppose the emitter absorbs an electron current Jn(0) = qhp0², with h = 10⁻¹⁴ cm⁴/s. Find the new ratio for the device of part (e) at the same channel current, and assess the model for a real IGBT.**

**Model answer.** The channel must now feed recombination in both base and emitter. Integrating dJn/dx = qp/τ with the new boundary value gives

J_ch = qhp0² + (qp0L/τ) tanh(u/2).

The high-level electron current at x = 0 gives

qhp0² = bJ/(1 + b) − (qDp0/L) coth u,

and therefore

J = (1 + 1/b)[qhp0² + (qDp0/L) coth u].

The first equation is quadratic in p0. Writing B = (qL/τ) tanh(u/2), its positive root is

p0 = [−B + √(B² + 4qhJ_ch)]/(2qh) = 4.745 × 10¹⁶ cm⁻³.

The emitter takes qhp0² = 3.61 A/cm², leaving 6.39 A/cm² for recombination in the base. The diffusion term (qDp0/L) coth 1 is 18.16 A/cm², so

J = 1.336 × (3.61 + 18.16) = 29.1 A/cm².

The ratio is 2.91, which is 23% below the ideal high-level value. The emitter efficiency is 1 − 3.61/29.08 = 0.88. A modest loss there matters because it adds directly to the small electron current that the channel must supply. That 2.91 lies near 2.84 is a coincidence of the chosen h: hole drift is fully present in this calculation.

The doping and dimensions are roughly those of a 1200 V class silicon IGBT, while the lifetime is chosen to make W = L. Non-punch-through devices usually have a weakly injecting emitter and a longer lifetime, so neither 3.80 nor 2.91 should be taken as typical of them. As h grows at fixed channel current, emitter loss dominates and p0 falls. The high-level formula then tends to 1 + 1/b = 1.34, but it holds only while p0 ≫ N. Once p0 is far below N, the holes carry little current and the ratio tends to 1. The state considered is current saturation at 300 V, where the depletion layer is about 59 µm wide if both carriers are assumed to cross it at 10⁷ cm/s. A real emitter does not have unit efficiency; the calculation above shows the size of the change for one assumed h.

Other effects, each estimated separately from the ideal high-level case, are as follows:

- **Carrier-carrier scattering.** Collisions between electrons and holes exert equal and opposite forces on the two species. For n ≈ p these forces cancel, along with the field, when the force balances of electrons and holes are added, so the ratio stays at 3.80. Reducing both mobilities instead, in drift and diffusion alike, with values taken at the mean hole density of 3.4 × 10¹⁶ cm⁻³, would give about 3.5. That fall is an artefact of ignoring momentum conservation.
- **Temperature.** At 400 K, with W fixed and assumed power laws μn ∝ T^−2.4, μp ∝ T^−2.2 and τ ∝ T^1.5, the ratio is about 4.1.
- **Auger recombination.** With 4 × 10⁻³¹ cm⁶/s, the sum of the coefficients measured in heavily doped silicon, its rate at the emitter is about 1% of the rate p/τ. The ambipolar coefficient reported for high injection is larger, about 1.7 × 10⁻³⁰ cm⁶/s; it raises this to about 5% and lowers the ratio by about 1.5%.
- **Finite carrier velocity at W.** A velocity of 10⁷ cm/s makes p(W) nonzero but changes the full solution by less than 0.1%.
- **Avalanche.** Multiplication of channel electrons increases Jn(W), and hence J, by about 0.2% at 300 V. At 600 V, with the net depletion charge and W held fixed, the increase is about 11%. Both figures use the electron ionization rate 7.03 × 10⁵ exp(−1.231 × 10⁶/E) cm⁻¹, with E in V/cm, at peak fields of 0.10 and 0.14 MV/cm, below the range in which it was fitted. They depend strongly on that choice: Lackner's fit gives about 0.02% and 3%. Avalanche started by holes is left out; it adds only about 0.2 percentage points at 600 V.
- **Heating.** A 10 µs pulse at 300 V warms the silicon by about 4 K, averaged over the base and the depletion layer, if no heat escapes. The depletion layer, where nearly all the heat is released, warms more than this. Continuous operation at this power, above 11 kW/cm², is a different thermal problem.

In a base of fixed total thickness, a higher voltage widens the depletion layer and shortens W. The formulas then give a larger ratio, so the saturated current rises with voltage even at constant channel current. The full set of values is in the numerical output.

Calculated quantities

```
sech(1): 0.64805
diffusion-only J/Jch at W=L: 2.8413
temperature: 300 K
electron, hole mobility: 1400, 470 cm2/Vs
mobility ratio b: 2.979
Dn, Dp, ambipolar D: 36.19, 12.15, 18.19 cm2/s
base doping: 1.0e+14 cm^-3
undepleted width W: 100 um
lifetime for W=L, high level: 5.50 us
lifetime for W=L, low level: 8.23 us
regime current scale qDpN/W: 0.0195 A/cm2
low-level device, J=1e-5 A/cm2, solved J/Jch: 2.8416
channel current density: 10.0 A/cm2
high-level J/Jch at W=L: 3.7952
high-level alpha: 0.7365
total current density: 37.95 A/cm2
hole current density at W: 27.95 A/cm2
drift part J/(1+b): 9.54 A/cm2
emitter-side hole density: 7.424e+16 cm^-3
fixed high-level device, full solution:
  J=1e-05 A/cm2: J/Jch=2.1810
  J=0.001 A/cm2: J/Jch=2.1966
  J=0.01 A/cm2: J/Jch=2.3124
  J=0.1 A/cm2: J/Jch=2.7877
  J=1 A/cm2: J/Jch=3.4232
  J=37.95 A/cm2: J/Jch=3.7673
fixed device W/Lp at low level: 1.2237
drift test (b=3, W=Lp, high level), drift off: 2.8413
drift test, drift on: 5.1171
edge carrier velocity: 1.0e+07 cm/s
J/Jch with finite edge velocity: 3.7666
emitter recombination parameter h: 1.0e-14 cm4/s
with emitter loss, hole density: 4.745e+16 cm^-3
with emitter loss, electron loss: 3.61 A/cm2
with emitter loss, total current: 29.08 A/cm2
with emitter loss, efficiency: 0.8759
with emitter loss, J/Jch: 2.9079
mean hole density: 3.431e+16 cm^-3
scattered mobilities n, p: 897, 396 cm2/Vs
J/Jch with carrier scattering: 3.4636
Auger coefficient: 4.0e-31 cm6/s
Auger/lifetime rate at emitter: 1.21 %
J/Jch at 400 K: 4.0520
depletion voltage: 300 V
net depletion charge density / q: 1.112e+14 cm^-3
depletion width: 59.1 um
peak field: 0.1016 MV/cm
electron multiplication at 300 V: 1.0016
electron multiplication at 600 V, same charge: 1.1132
pulse length: 10 us
heat capacity: 1.66 J/cm3K
adiabatic pulse heating: 4.31 K
```
